# Multiphonon Capture Between Displaced Oscillators of Unequal Frequency: verification in Python

```python
"""Multiphonon capture between displaced oscillators of unequal frequency.

Result under test:
  C = V (2 pi/hbar) W^2 F,
  F = sum_mn p_m |<initial m|Q|final n>|^2 J(x_mn),
  x_mn = dE + hbar*Oi*(m+1/2) - hbar*Of*(n+1/2),
  J(x) = exp(-(x-lam)^2/(4 lam kT))/sqrt(4 pi lam kT).
Q: mass-weighted coordinate from the initial minimum; D: displacement of the
final minimum; dE: energy release between minima; W: linear coupling;
V: volume holding one carrier; lam: bath reorganization energy.
The kernel J must give reverse/forward = (Zi/Zf) exp(-dE/kT).
"""
import math
import numpy as np
import mpmath as mp
from scipy.constants import hbar, k as kB, e as charge
from scipy.linalg import eigh, expm

mp.mp.dps = 60
Oi, Of = 5.0e13, 5.7e13
D = 6.0e-24
dE = 1.2e-19
W = 400.0
V = 1.0e-27
lam0 = 1.2e-21
T0 = 300.0
hOi, hOf = hbar * Oi, hbar * Of
ROWS, COLS = 70, 110


def overlap_table(rows, cols, number, sqrt, exp):
    """Overlaps <initial m|final n> by recursion in the chosen arithmetic."""
    wi, wf, shift, hb = map(number, (Oi, Of, D, hbar))
    u = (wf + wi) / (2 * sqrt(wi * wf))
    v = (wf - wi) / (2 * sqrt(wi * wf))
    delta = shift * sqrt(wf / (2 * hb))
    root = [sqrt(number(j)) for j in range(max(rows, cols) + 2)]
    S = [[number(0)] * cols for _ in range(rows)]
    S[0][0] = exp(-wi * wf * shift**2 / (2 * hb * (wi + wf))) / sqrt(u)
    for n in range(cols - 1):
        below = root[n] * S[0][n - 1] if n else number(0)
        S[0][n + 1] = (v / u * below + delta * (v / u - 1) * S[0][n]) / root[n + 1]
    for m in range(rows - 1):
        for n in range(cols):
            value = delta * S[m][n]
            if m:
                value -= v * root[m] * S[m - 1][n]
            if n:
                value += root[n] * S[m][n - 1]
            S[m + 1][n] = value / (u * root[m + 1])
    return np.array([[float(s) for s in row] for row in S])


def coordinate_elements(S):
    """Matrix elements of Q; uses one more overlap row than it returns."""
    m = np.arange(S.shape[0] - 1)[:, None]
    lower = np.vstack([np.zeros(S.shape[1]), S[:-2]])
    return math.sqrt(hbar / (2 * Oi)) * (np.sqrt(m) * lower + np.sqrt(m + 1) * S[1:])


def bath(x, T, lam):
    return np.exp(-(x - lam)**2 / (4 * lam * kB * T)) / math.sqrt(4 * math.pi * lam * kB * T)


def width(T, lam):
    return math.sqrt(2 * lam * kB * T)


S_high = overlap_table(ROWS + 1, COLS, mp.mpf, mp.sqrt, mp.exp)
S_double = overlap_table(ROWS + 1, COLS, float, math.sqrt, math.exp)
Q2 = coordinate_elements(S_high)**2
Q2_double = coordinate_elements(S_double)**2


def mismatch(energy, M=ROWS, N=COLS):
    return energy + hOi * (np.arange(M)[:, None] + 0.5) - hOf * (np.arange(N) + 0.5)


def populations(quantum, T, count):
    z = math.exp(-quantum / (kB * T))
    return (1 - z) * z**np.arange(count)


def line(energy, T, lam, M=ROWS, N=COLS, strengths=Q2):
    weights = populations(hOi, T, M)[:, None]
    return float(np.sum(weights * strengths[:M, :N] * bath(mismatch(energy, M, N), T, lam)))


def choose_cutoffs(T, lam, tolerance):
    """Smallest M, with N set by the bath tail, whose rigorous bound is met."""
    sigma = width(T, lam)
    z = math.exp(-hOi / (kB * T))
    for M in range(1, ROWS):
        N = math.ceil((dE + hOi * (M - 0.5) - lam + 8 * sigma) / hOf - 0.5)
        assert N < COLS
        value = line(dE, T, lam, M, N)
        peak = 1 / (math.sqrt(2 * math.pi) * sigma)
        initial_tail = peak * hbar / Oi * z**M * (M + 0.5 + z / (1 - z))
        m = np.arange(M)
        missing = np.maximum(hbar / Oi * (m + 0.5) - Q2[:M, :N].sum(axis=1), 0)
        first_omitted = dE + hOi * (m + 0.5) - hOf * (N + 0.5)
        final_tail = np.sum(populations(hOi, T, M) * missing * bath(first_omitted, T, lam))
        bound = initial_tail + final_tail
        if bound < tolerance * value:
            return M, N, value, bound
    raise RuntimeError("overlap table too small")


def ripple(T, lam):
    """Relative oscillation with dE, after removing the local log slope."""
    differences = []
    for offset in np.linspace(-0.5, 0.5, 41) * hOf:
        a, b, c = [math.log(line(dE + offset + s * hOf / 2, T, lam)) for s in (-1, 0, 1)]
        differences.append(b - (a + c) / 2)
    return (max(differences) - min(differences)) / 4


# Coordinate elements from grid diagonalization of both Hamiltonians.
unit = math.sqrt(hbar / Oi)
q = np.linspace(-18, 22, 361)
h = q[1] - q[0]
gap = np.arange(q.size)[:, None] - np.arange(q.size)
safe = np.where(gap == 0, 1, gap)
kinetic = np.where(gap == 0, math.pi**2 / 6, (-1.0)**np.abs(gap) / safe**2) / h**2
Ei, Ui = eigh(kinetic + np.diag(q**2 / 2))
Ef, Uf = eigh(kinetic + np.diag((Of / Oi)**2 * (q - D / unit)**2 / 2))
GM, GN = 45, 70
Ei, Ef = Ei[:GM] * hOi, Ef[:GN] * hOi
grid_Q2 = (Ui[:, :GM].T @ (q[:, None] * Uf[:, :GN]))**2 * unit**2
grid_error = np.max(np.abs(grid_Q2 - Q2[:GM, :GN])) / unit**2
assert grid_error < 1e-9

# Completeness of the final oscillator for the coordinate strength.
levels = np.arange(11)
sum_rule_error = np.max(np.abs(Q2[:11].sum(axis=1) / unit**2 - levels - 0.5))
assert sum_rule_error < 1e-9

# Reverse rate from the grid spectrum against the forward recursion result.
beta = 1 / (kB * T0)
F0 = line(dE, T0, lam0)
grid_x = dE + Ei[:, None] - Ef
final_weights = np.exp(-beta * (Ef - Ef[0]))
final_weights /= final_weights.sum()
reverse = np.sum(final_weights * grid_Q2 * bath(-grid_x, T0, lam0))
balance = math.sinh(beta * hOf / 2) / math.sinh(beta * hOi / 2) * math.exp(-beta * dE)
assert abs(reverse / F0 / balance - 1) < 1e-7

# Same symmetric Gaussian in both directions: it must break the balance.
sigma0 = width(T0, lam0)
plain = np.exp(-mismatch(dE)**2 / (2 * sigma0**2)) / (math.sqrt(2 * math.pi) * sigma0)
plain_forward = np.sum(populations(hOi, T0, ROWS)[:, None] * Q2 * plain)
plain_reverse = np.sum(populations(hOf, T0, COLS) * Q2 * plain)
plain_violation = plain_reverse / plain_forward / balance
assert plain_violation > 1.2

# Bath kernel from a displaced slow quantum oscillator, energies in kT.
slow, slow_lam, size, filled = 0.1, 0.2, 320, 200
raising = np.diag(np.sqrt(np.arange(1, size)), -1)
displacement = expm(math.sqrt(slow_lam / slow) * (raising - raising.T))
slow_p = (1 - math.exp(-slow)) * np.exp(-slow * np.arange(filled))
steps = np.arange(-30, 35)
absorbed = np.array([sum(slow_p[m] * displacement[m + s, m]**2
                         for m in range(max(0, -s), filled)) for s in steps])
classical = slow * np.exp(-(steps * slow - slow_lam)**2 / (4 * slow_lam))
classical /= math.sqrt(4 * math.pi * slow_lam)
bath_error = np.max(np.abs(absorbed - classical)) / classical.max()
assert bath_error < 0.01

# Width sensitivity: finite difference in lam against energy derivatives.
dl, de = 1e-3 * lam0, 0.01 * sigma0
slope_lam = (line(dE, T0, lam0 + dl) - line(dE, T0, lam0 - dl)) / (2 * dl)
Fp, Fm = line(dE + de, T0, lam0), line(dE - de, T0, lam0)
slope_energy = kB * T0 * (Fp - 2 * F0 + Fm) / de**2 - (Fp - Fm) / (2 * de)
assert abs(slope_lam / slope_energy - 1) < 1e-3
elasticity = lam0 * slope_lam / F0

# Ripple and mean of an exponentially weighted comb by explicit summation.
comb_sigma = 0.4 * hOf
comb_lam = beta * comb_sigma**2 / 2
kappa = 0.5 * beta
comb = []
for offset in np.arange(200) / 200 * hOf:
    x = offset + hOf * np.arange(-40, 41)
    comb.append(hOf * np.sum(np.exp(kappa * x) * bath(x, T0, comb_lam)))
comb = np.array(comb)
comb_ripple = (comb.max() - comb.min()) / (2 * comb.mean())
comb_predicted = 2 * math.exp(-2 * math.pi**2 * 0.4**2)
comb_mean = math.exp(kappa * (kappa + beta) * comb_sigma**2 / 2)
assert abs(comb_ripple - comb_predicted) < 1e-4
assert abs(comb.mean() / comb_mean - 1) < 1e-8

# Adaptive truncation against the much larger table.
prefactor = V * 2 * math.pi / hbar * W**2
results = []
for T in (150.0, 300.0, 600.0):
    M, N, value, bound = choose_cutoffs(T, lam0, 1e-8)
    full = line(dE, T, lam0)
    assert abs(full - value) <= bound + 1e-13 * full
    results.append((T, M, N, value, bound / value, abs(full - value) / full, ripple(T, lam0)))
lost_population = math.exp(-4 * beta * hOi)
lost_rate = 1 - line(dE, T0, lam0, M=4) / F0
assert lost_rate > lost_population

# Width scan at fixed temperature.
scan = []
for ratio in (0.2, 0.35, sigma0 / hOf, 0.8):
    lam = beta * (ratio * hOf)**2 / 2
    scan.append((ratio, lam, prefactor * line(dE, T0, lam), ripple(T0, lam)))
assert scan[0][3] > scan[1][3] > scan[2][3]
assert scan[2][3] < 0.03

# Classical crossing nearest the initial minimum.
roots = np.roots([(Of**2 - Oi**2) / 2, -Of**2 * D, Of**2 * D**2 / 2 - dE])
crossing = float(np.real(roots[np.argmin(np.abs(roots))]))
barrier = Oi**2 * crossing**2 / 2
assert abs(dE + barrier - Of**2 * (crossing - D)**2 / 2) < 1e-10 * dE
double_error = abs(line(dE, T0, lam0, strengths=Q2_double) / F0 - 1)
C0 = prefactor * F0

print(f"Initial, final frequency: {Oi:.2e}, {Of:.2e} rad/s")
print(f"Displacement D: {D:.2e} kg^0.5 m")
print(f"Energy release: {dE:.3e} J")
print(f"Coupling W: {W:.1f} J kg^-0.5 m^-1; volume: {V:.1e} m^3")
print(f"Initial, final quantum: {hOi:.4e}, {hOf:.4e} J")
print(f"Final Huang-Rhys factor: {Of * D**2 / (2 * hbar):.4f}")
print(f"Crossing coordinate: {crossing:.4e} kg^0.5 m")
print(f"Classical crossing barrier: {barrier:.4e} J")
print(f"Bath reorganization energy: {lam0:.3e} J")
print(f"Thermal energy at 300 K: {kB * T0:.4e} J")
print(f"Bath width at 300 K: {sigma0:.4e} J")
print(f"Overlap S00: {S_high[0, 0]:.6e}")
print(f"Grid error in Q^2 / (hbar/Oi): {grid_error:.1e}")
print(f"Sum-rule error / (hbar/Oi), m=0..10: {sum_rule_error:.1e}")
print(f"Double-precision recursion, relative rate error: {double_error:.1e}")
print("Adaptive capture results, requested relative bound 1e-8:")
for T, M, N, value, bound, error, wave in results:
    print(f"T={T:.0f} K: M={M}, N={N}, width={width(T, lam0):.4e} J")
    print(f"  C={prefactor * value:.5e} m^3/s, ripple={wave:.4f}")
    print(f"  relative bound={bound:.1e}, actual error={error:.1e}")
print(f"C at 300 K converted: {C0 * 1e6:.5e} cm^3/s")
print(f"Energy release converted: {dE / charge:.4f} eV")
print(f"Line function F at 300 K: {F0:.5e} kg m^2/J")
print(f"Capture rate in V at 300 K: {C0 / V:.5e} s^-1")
print(f"Capture rate / initial frequency: {C0 / V / Oi:.3e}")
print(f"Reverse rate at 300 K: {prefactor / V * reverse:.5e} s^-1")
print(f"Reverse/forward, computed: {reverse / F0:.6e}")
print(f"Reverse/forward, detailed balance: {balance:.6e}")
print(f"Unshifted Gaussian, balance violated by factor: {plain_violation:.4f}")
print(f"Slow-mode test, largest error / peak: {bath_error:.4f}")
print(f"d ln C / d ln lambda at 300 K: {elasticity:.4f}")
print(f"Comb ripple at width/spacing 0.4: {comb_ripple:.5f}")
print(f"Comb ripple from formula: {comb_predicted:.5f}")
print(f"Cut at m<4, omitted population: {lost_population:.5f}")
print(f"Cut at m<4, omitted share of rate: {lost_rate:.5f}")
print("Width scan at 300 K:")
for ratio, lam, coefficient, wave in scan:
    print(f"width/quantum={ratio:.4f}, lambda={lam:.3e} J")
    print(f"  C={coefficient:.5e} m^3/s, ripple={wave:.4f}")
print("verified")
```

It prints:

```
Initial, final frequency: 5.00e+13, 5.70e+13 rad/s
Displacement D: 6.00e-24 kg^0.5 m
Energy release: 1.200e-19 J
Coupling W: 400.0 J kg^-0.5 m^-1; volume: 1.0e-27 m^3
Initial, final quantum: 5.2729e-21, 6.0111e-21 J
Final Huang-Rhys factor: 9.7291
Crossing coordinate: -2.9846e-24 kg^0.5 m
Classical crossing barrier: 1.1135e-20 J
Bath reorganization energy: 1.200e-21 J
Thermal energy at 300 K: 4.1419e-21 J
Bath width at 300 K: 3.1529e-21 J
Overlap S00: 1.059508e-02
Grid error in Q^2 / (hbar/Oi): 5.2e-13
Sum-rule error / (hbar/Oi), m=0..10: 3.6e-15
Double-precision recursion, relative rate error: 5.1e-15
Adaptive capture results, requested relative bound 1e-8:
T=150 K: M=10, N=31, width=2.2294e-21 J
  C=4.96439e-17 m^3/s, ripple=0.1253
  relative bound=6.7e-09, actual error=2.4e-11
T=300 K: M=20, N=41, width=3.1529e-21 J
  C=1.16488e-16 m^3/s, ripple=0.0089
  relative bound=4.0e-09, actual error=6.2e-12
T=600 K: M=38, N=59, width=4.4589e-21 J
  C=2.28729e-16 m^3/s, ripple=0.0002
  relative bound=9.8e-09, actual error=1.4e-11
C at 300 K converted: 1.16488e-10 cm^3/s
Energy release converted: 0.7490 eV
Line function F at 300 K: 1.22196e-29 kg m^2/J
Capture rate in V at 300 K: 1.16488e+11 s^-1
Capture rate / initial frequency: 2.330e-03
Reverse rate at 300 K: 3.54310e-02 s^-1
Reverse/forward, computed: 3.041594e-13
Reverse/forward, detailed balance: 3.041594e-13
Unshifted Gaussian, balance violated by factor: 1.4596
Slow-mode test, largest error / peak: 0.0032
d ln C / d ln lambda at 300 K: 0.0888
Comb ripple at width/spacing 0.4: 0.08499
Comb ripple from formula: 0.08500
Cut at m<4, omitted population: 0.00614
Cut at m<4, omitted share of rate: 0.02881
Width scan at 300 K:
width/quantum=0.2000, lambda=1.745e-22 J
  C=8.86873e-17 m^3/s, ripple=0.7843
width/quantum=0.3500, lambda=5.343e-22 J
  C=1.02837e-16 m^3/s, ripple=0.1445
width/quantum=0.5245, lambda=1.200e-21 J
  C=1.16488e-16 m^3/s, ripple=0.0089
width/quantum=0.8000, lambda=2.792e-21 J
  C=1.23983e-16 m^3/s, ripple=0.0002
verified
```
